\section*{Periodic pinning and the stiffness of a crystal surface at roughening, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a pinned surface to its macroscopic stiffness}

\textbf{Q:} I am told that the temperature at which a crystal face becomes rough is fixed by its stiffness and its layer height. A face is made of atoms, bonds, steps and kinks. Before I believe that all this detail drops out, tell me what surface you are treating.

\textbf{A:} A surface in equilibrium, described by a height $h(\mathbf x)$ above a reference plane and averaged over lengths shorter than a cutoff $b$ of atomic size. Slopes are small and there are no overhangs. Its energy is
\begin{equation}
E=\int d^2x\left[\frac{\tilde\gamma}{2}(\nabla h)^2-V\cos\frac{2\pi h}{a}\right].
\label{energy}
\end{equation}
The first term is the cost of slope. The second says that the crystal prefers certain mean heights, spaced by $a$. I assume that forces along the surface are short-ranged, so that a long wave of wavevector $k$ costs an energy proportional to $k^2$, and that $V$ is small.

\textbf{Q:} Is $\tilde\gamma$ the surface free energy?

\textbf{A:} No, although the two have the same unit. Let $\gamma(\theta)$ be the free energy per true area at inclination $\theta$, and let $p=\tan\theta$ be the slope. The free energy per projected area is $f=\gamma(\theta)/\cos\theta$. For small $p$ we have $\theta\simeq p$ and $1/\cos\theta=\sqrt{1+p^2}\simeq1+p^2/2$, so
\begin{equation}
f\simeq\gamma(0)+\gamma'(0)\,p+\tfrac12\left[\gamma(0)+\gamma''(0)\right]p^2 .
\end{equation}
The stiffness is the curvature, $\tilde\gamma=\gamma+\gamma''$. The term linear in $p$ integrates to a constant when the edges are held, and it vanishes for a symmetric face.

\textbf{Q:} And $a$? In many crystals the next atomic plane is shifted sideways, so the surface does not return to itself after one plane.

\textbf{A:} A sideways shift does not alter the energy of a large flat face. What counts is the smallest change of mean height that leads to an equivalent flat surface. That change is $a$, and it need not be a lattice constant.

It is convenient to count height in layers, $\phi=h/a$, and energy in units of $kT$:
\begin{equation}
S=\frac{E}{kT}=\int d^2x\left[\frac K2(\nabla\phi)^2-\frac{y}{b^2}\cos2\pi\phi\right],
\qquad K=\frac{\tilde\gamma a^2}{kT},\quad y=\frac{Vb^2}{kT}.
\label{action}
\end{equation}
Both $K$ and $y$ are pure numbers. A hot surface has a small $K$.

\textbf{Q:} Leave the pinning out for the moment. How strongly does the surface fluctuate?

\textbf{A:} On an area $A$ write $\phi(\mathbf x)=A^{-1/2}\sum_{\mathbf k}\phi_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$. Then $S_0=\frac12\sum_{\mathbf k}Kk^2|\phi_{\mathbf k}|^2$, a sum of independent squares, and equipartition gives $\langle|\phi_{\mathbf k}|^2\rangle=1/(Kk^2)$. The squared height difference over a distance $r$ is therefore
\begin{align}
g(r)&=\langle[\phi(\mathbf r)-\phi(0)]^2\rangle
=\int\frac{d^2k}{4\pi^2}\,\frac{2(1-\cos\mathbf k\cdot\mathbf r)}{Kk^2}\nonumber\\
&=\frac1{\pi K}\int_0^{1/b}\frac{dk}{k}\,[1-J_0(kr)] .
\end{align}
The angular integral turned the cosine into $2\pi J_0$. Substitute $t=kr$: the integrand becomes $[1-J_0(t)]/t$ and the upper limit becomes $r/b$. Differentiating with respect to $\ln r$ leaves $1-J_0(r/b)$, which tends to 1 at large $r$. Hence
\begin{equation}
g(r)=\frac1{\pi K}\left[\ln\frac rb+c_0\right],\qquad r\gg b,
\label{log}
\end{equation}
where the constant $c_0$ depends on the details of the cutoff. The height wanders without limit, but slowly.

\textbf{Q:} Real faces often have two different stiffnesses, one along the atomic rows and one across them.

\textbf{A:} Let the elastic part be $\frac12[K_x(\partial_x\phi)^2+K_y(\partial_y\phi)^2]$ and define $K_m=\sqrt{K_xK_y}$. Stretch the axes by $x=\sqrt{K_x/K_m}\,x'$ and $y_{\rm pos}=\sqrt{K_y/K_m}\,y'_{\rm pos}$, where $y_{\rm pos}$ is the second coordinate. Each elastic term then has the coefficient $K_m$. The area element is multiplied by $\sqrt{K_xK_y}/K_m=1$, so the pinning term keeps its strength. The geometric mean takes the place of $K$.

A direct sum over the modes of a square lattice with $K_x=0.7$ and $K_y=2.8$ tests this together with Eq.~(\ref{log}). From $r=20$ to $r=40$ spacings, $g$ grows by 0.1576. The formula gives $\ln2/(1.4\pi)=0.1576$.

\textbf{Q:} If the height wanders over many layers, the cosine should average to nothing. Why does the pinning matter at all?

\textbf{A:} Because the average falls while the area over which it acts grows. Take a block of side $L$ with mean height $\bar\phi$, and let $\psi$ be the fluctuation inside the block, made of waves with $1/L<k<1/b$:
\begin{equation}
\langle\psi^2\rangle=\int_{1/L}^{1/b}\frac{2\pi k\,dk}{4\pi^2}\,\frac1{Kk^2}=\frac1{2\pi K}\ln\frac Lb .
\label{width}
\end{equation}
For a Gaussian variable $\langle e^{iq\psi}\rangle=e^{-q^2\langle\psi^2\rangle/2}$. With $q=2\pi$,
\begin{equation}
\langle\cos2\pi(\bar\phi+\psi)\rangle=e^{-2\pi^2\langle\psi^2\rangle}\cos2\pi\bar\phi
=\left(\frac Lb\right)^{-\pi/K}\cos2\pi\bar\phi .
\end{equation}
The block contains $(L/b)^2$ cells, so its total pinning strength is
\begin{equation}
y_L=y\left(\frac Lb\right)^{2-\pi/K}.
\label{block}
\end{equation}
For $K<\pi/2$ large blocks slide freely from layer to layer. For $K>\pi/2$ their pinning grows until it exceeds $kT$.

\textbf{Q:} A real pinning potential is not a pure cosine.

\textbf{A:} Its $n$th harmonic, $\cos2\pi n\phi$, has $q=2\pi n$, so the exponent becomes $2-n^2\pi/K$. On cooling, $K$ rises and the first harmonic is the first to become relevant. If symmetry removed it, the true period would be shorter and $a$ would have been chosen wrongly.

Lattice sums for sides of 256 and 512 spacings give the factor by which $y_L$ changes on doubling the block. At $K=1.2$ it is 0.652 for $n=1$. At $K=2.0$ it is 1.347 for $n=1$ and 0.051 for $n=2$. These agree within one per cent with $2^{\,2-n^2\pi/K}$.

\textbf{Q:} Then you are finished. The face roughens when $K=\pi/2$.

\textbf{A:} Not yet. The estimate used the $K$ of the surface without pinning, but the pinning itself stiffens the surface. We need the stiffness of the whole surface, fluctuations and pinning included. Its definition is thermodynamic: tilt the surface and measure the curvature of the free energy.

Impose a mean slope of $\mathbf u$ layers per unit length, $\phi=\mathbf u\cdot\mathbf x+\varphi$, with $\varphi$ periodic across the sample. The cross term $K\int\mathbf u\cdot\nabla\varphi$ vanishes because $\varphi$ is periodic. What remains is
\begin{equation}
S=\frac{KAu^2}{2}+S_0[\varphi]-P,\qquad
P=\frac y{b^2}\int d^2x\,\cos2\pi(\mathbf u\cdot\mathbf x+\varphi).
\end{equation}
The free energy per area, in units of $kT$ and up to a constant independent of $u$, is
\begin{equation}
F(u)=\frac{Ku^2}2-\frac1A\ln\langle e^{P}\rangle_0,
\end{equation}
with the average taken over the Gaussian surface. The macroscopic stiffness is $K_R=F''(0)$.

\textbf{Q:} You will now expand in $y$. Which terms survive?

\textbf{A:} We have $\ln\langle e^P\rangle_0=\langle P\rangle_0+\frac12(\langle P^2\rangle_0-\langle P\rangle_0^2)+\dots$. The average includes an integral over the mean height of $\varphi$, which costs no elastic energy. A single cosine averages to zero, so $\langle P\rangle_0=0$. A product of three cosines contains phases $\pm1\pm1\pm1$ times the mean height, which never cancel, so the third order vanishes too. The first neglected term is of order $y^4$.

At second order use $\cos\alpha\cos\beta=\frac12\cos(\alpha-\beta)+\frac12\cos(\alpha+\beta)$. The sum of phases contains the mean height and drops out. The difference gives
\begin{equation}
\tfrac12\cos(2\pi\mathbf u\cdot\mathbf r)\,e^{-2\pi^2g(r)} ,
\end{equation}
where the exponent is $-(2\pi)^2g/2$. From Eq.~(\ref{log}), $e^{-2\pi^2g}=e^{-2\pi c_0/K}(r/b)^{-2\pi/K}$. I absorb the constant factor into $y^2$. For the sharp cutoff used here it is about 1.6 at $K=\pi/2$; another cutoff can give a very different value. One integration over position gives $A$, the cumulant supplies $\frac12$ and the product of cosines another $\frac12$:
\begin{equation}
F(u)=\frac{Ku^2}{2}-\frac{y^2}{4b^4}\int_{r>b}d^2r\,\cos(2\pi\mathbf u\cdot\mathbf r)\left(\frac rb\right)^{-2\pi/K}.
\label{tilt}
\end{equation}

\textbf{Q:} You dropped the pairs of points closer than $b$.

\textbf{A:} Their contribution to the curvature is finite and does not depend on large distances. It belongs to the starting value of $K$. So does the error made just above $b$, where I use the large-distance form of $g$ although it is not yet accurate. This choice affects non-universal numbers, such as the bare stiffness at the transition, so those must be read with this cutoff in mind.

\textbf{Q:} The two factors of one half are easy to get wrong. Is there a case where the free energy can be found without expanding?

\textbf{A:} Yes, a closed ring of eight columns. Neighbours are coupled by $\frac K2(\phi_{i+1}-\phi_i)^2$ with $K=20$, and each column has the pinning $-y\cos2\pi\phi_i$ with $y=0.01$. Two columns $d$ bonds apart are joined by $d$ bonds one way and $8-d$ the other way, so $g=d(8-d)/(8K)$. The cumulant argument does not depend on dimension. It predicts that one layer of tilt around the ring reduces the free energy gained from pinning by
\begin{equation}
\frac{y^2}{4}\sum_{i,j}\left[1-\cos\frac{2\pi(i-j)}8\right]e^{-2\pi^2g_{ij}}=3.033\times10^{-4}
\end{equation}
in units of $kT$. Numerical integration over all eight heights gives the same to within 0.02 per cent.

\textbf{Q:} Then take the curvature.

\textbf{A:} Let $\mathbf u$ point along $x$. The second derivative of $\cos(2\pi ux)$ at $u=0$ is $-4\pi^2x^2$, and the average of $x^2$ over directions is $r^2/2$. The two minus signs combine to a plus:
\begin{align}
K_R&=K+\frac{y^2}{4b^4}\,4\pi^2\int_b^\infty2\pi r\,dr\,\frac{r^2}2\left(\frac rb\right)^{-2\pi/K}\nonumber\\
&=K+\pi^3y^2\int_b^\infty\frac{dr}b\left(\frac rb\right)^{3-2\pi/K}.
\label{KR}
\end{align}
The correction is positive. An untilted surface can profit from the preferred heights over long distances, and a tilted one loses part of this gain.

Where the integral converges it equals $1/(2\pi/K-4)$. For $K=0.8$ the correction in this power-law form is then $8.045\,y^2$; at such a small $K$ it comes mostly from distances near $b$, so its size depends on the cutoff. Quadrature of Eq.~(\ref{tilt}) at a small finite slope, 0.003 layers per length $b$, gives the same $8.045\,y^2$ from $2[F(u)-F(0)]/u^2-K$.

\textbf{Q:} Where it converges. And otherwise?

\textbf{A:} Convergence at large $r$ needs $3-2\pi/K<-1$, which is $K<\pi/2$. For larger $K$ the second-order correction is infinite however small $y$ is. Below $\pi/2$ it is finite, but for a given $y$ it grows without bound as $K$ approaches $\pi/2$, so the expansion fails before that point is reached. The cause is that contributions from all length scales have been added with one fixed $K$. They must be added scale by scale, with $K$ corrected on the way.

\section{The flow, the transition and a copper face}

\textbf{Q:} Remind me what we carry over.

\textbf{A:} The height in layers is $\phi=h/a$, the reduced stiffness is $K=\tilde\gamma a^2/kT$, and $y$ is the pinning energy per cell of side $b$ divided by $kT$, up to a constant factor that depends on the cutoff. Pinning of a block of side $L$ scales as $(L/b)^{2-\pi/K}$. The macroscopic stiffness, defined by the response to tilt, is to second order in $y$
\begin{equation}
K_R=K+\pi^3y^2\int_b^\infty\frac{dr}b\left(\frac rb\right)^{3-2\pi/K}.
\label{again}
\end{equation}

\textbf{Q:} How do you add the scales one at a time?

\textbf{A:} Raise the cutoff from $b$ to $b'=b\,e^{dl}$ and demand that $K_R$ stay the same, since a measured stiffness cannot depend on where I draw the cutoff. The shell between $b$ and $b'$ contributes $\pi^3y^2\,dl$, which I put into $K$. In the remaining integral write $r/b=e^{dl}\,r/b'$. The integrand gives a factor $e^{(3-2\pi/K)dl}$ and the measure $dr/b$ gives $e^{dl}$:
\begin{equation}
\pi^3y^2e^{(4-2\pi/K)dl}\int_{b'}^\infty\frac{dr}{b'}\left(\frac r{b'}\right)^{3-2\pi/K}.
\end{equation}
This has the old form with $y'^2=y^2e^{(4-2\pi/K)dl}$. Taking the root and expanding in $dl$,
\begin{equation}
\frac{dK}{dl}=\pi^3y^2,\qquad\frac{dy}{dl}=\left(2-\frac\pi K\right)y,\qquad l=\ln\frac{\text{length}}b .
\label{flow}
\end{equation}

\textbf{Q:} The exponent in the remaining integral still contains the old $K$.

\textbf{A:} Replacing it by the new one changes the exponent by an amount of order $y^2$, and the integral already carries $y^2$. The error is of order $y^4$ in $K_R$, which we neglect anyway. Each step involves a thin shell, so it is finite for every $K$. The divergence has become a statement about where the flow leads.

For $K=1.2$ and $y=0.005$, where both routes are valid, the integrated flow raises $K$ by $6.28\times10^{-4}$ and Eq.~(\ref{again}) by $6.27\times10^{-4}$.

\textbf{Q:} And where does the flow lead?

\textbf{A:} Divide the equation for $y^2$, which is $d(y^2)/dl=2(2-\pi/K)y^2$, by the equation for $K$:
\begin{equation}
\frac{d}{dK}\left(\frac{\pi^3y^2}2\right)=2-\frac\pi K .
\end{equation}
The right side is the derivative of
\begin{equation}
W(K)=2K-\pi-\pi\ln\frac{2K}\pi,
\end{equation}
where the constant is chosen to make $W(\pi/2)=0$. Along each trajectory, therefore,
\begin{equation}
D=\frac{\pi^3y^2}2-W(K)
\label{D}
\end{equation}
is constant. $W$ has its minimum, zero, at $K=\pi/2$.

We now have equations for how the stiffness and the pinning change with length scale, and a quantity $D$ that stays constant along each trajectory. It remains to read off from $D$ where the flow ends and what stiffness the face has at the transition, and to try the result on a discrete model and on copper.

All numerical values are calculated from the stated model.
